\section*{Bare or statically screened vertices in the nonadiabatic phonon self-energy, part 1}

(Sections cited here and not found follow in the second part.)

\section*{Problem: bare or screened vertices in the nonadiabatic phonon self-energy}

A nuclear displacement perturbs the electrons, the electrons rearrange and screen the perturbation, and the rearranged density pushes back on the nuclei. When the displacement oscillates at the phonon frequency the electrons respond dynamically, which shifts the phonon relative to the adiabatic result and, when its frequency matches electron-hole excitations, broadens it. A static self-consistent calculation supplies statically screened electron-phonon vertices, and two ways of reusing them at finite frequency are compared here: one bare and one screened vertex, or two screened vertices. The problem is to find what each choice is worth.

Hartree atomic units are used. The electrons are treated in mean field. Position, together with any discrete label, is an index $j$, so that a density is a vector $n_j$ and a local potential is a vector $v_j$. The one-particle Hamiltonian is $H=h+v_{\rm ext}+v_{Hxc}[n]$, with eigenvalues $\epsilon_n$, eigenvectors $U_{jn}=\langle j|n\rangle$ and Fermi occupations $f_n=f(\epsilon_n)$ at temperature $T$ and fixed chemical potential $\mu$. The kernel $K_{jk}=\partial v_{Hxc,j}/\partial n_k$ at equilibrium is Hermitian and, until part (g), independent of frequency (Hartree plus adiabatic exchange-correlation). A displacement $u_\nu$ of mode $\nu$ changes the external potential by $B_{j\nu}u_\nu$, and the matrix $B$ holds these bare vertices as columns. Real displacements give real $B$. Complex combinations of modes, such as Bloch waves, replace $B$ by $BS$ with a constant matrix $S$, so complex $B$ is allowed. The numerical checks quoted below come from the numerical check.

\subsection*{(a) The exact mean-field self-energy}

Let $u_\nu\propto e^{-izt}$ with $\operatorname{Im}z>0$. Derive the independent-particle response $\chi_0(z)$, its adjoint and its static counterpart. Find the electronic part $\Pi(z)$ of the force constants and relate it to the phonon shift and width.

\paragraph{Solution.} The one-particle density matrix obeys $i\dot\rho=[H,\rho]$. Linearizing with $\rho=\rho_0+\delta\rho\,e^{-izt}$ and a total potential change $V e^{-izt}$ gives $z\,\delta\rho=[H,\delta\rho]+[V,\rho_0]$. In the eigenbasis of $H$ one has $[H,\delta\rho]_{mn}=(\epsilon_m-\epsilon_n)\delta\rho_{mn}$ and $[V,\rho_0]_{mn}=(f_n-f_m)V_{mn}$. With $P_{j,mn}=U_{jm}U^*_{jn}$, the matrix element of the potential is $V_{mn}=\sum_kP^*_{k,mn}V_k$ and the induced density is $\sum_{mn}P_{j,mn}\delta\rho_{mn}$. Therefore
\begin{equation}
\chi_{0,jk}(z)=\sum_{mn}P_{j,mn}\,\frac{f_n-f_m}{z+\epsilon_n-\epsilon_m}\,P^*_{k,mn}.
\label{lehmann}
\end{equation}
Taking the adjoint swaps $j$ and $k$ and conjugates every factor. This restores the product of the two $P$ factors and replaces $z$ by $z^*$:
\begin{equation}
\chi_0(z)^\dagger=\chi_0(z^*).
\label{adjoint}
\end{equation}

For a static perturbation the electrons re-equilibrate, and $\rho=f(H+V)$. First-order perturbation theory gives $\delta\epsilon_n=V_{nn}$ and $\delta|n\rangle=\sum_{m\ne n}|m\rangle V_{mn}/(\epsilon_n-\epsilon_m)$. Varying $\rho=\sum_nf_n|n\rangle\langle n|$, the ket of state $n$ and the bra of state $m$ contribute $f_nV_{mn}/(\epsilon_n-\epsilon_m)$ and $f_mV_{mn}/(\epsilon_m-\epsilon_n)$ to $\delta\rho_{mn}$, and the occupation contributes $f'(\epsilon_n)V_{nn}$ on the diagonal. The symbol $\chi_0(0)$ denotes this isothermal response: Eq.~\eqref{lehmann} at $z=0$ for $\epsilon_m\neq\epsilon_n$, plus the terms with $\epsilon_m=\epsilon_n$ with weight $f'(\epsilon_n)$. The latter are the diagonal terms and, if levels are degenerate, also the pairs $m\neq n$ of equal energy, for which $(f_n-f_m)/(\epsilon_n-\epsilon_m)$ takes its limit $f'(\epsilon_n)$. The response is Hermitian because all weights are real. The equal-energy terms are absent from Eq.~\eqref{lehmann} at any $z\ne0$, where their numerator vanishes, so in a metal $\chi_0(z)$ need not tend to $\chi_0(0)$ as $z\to0$.

The total potential is the bare one plus the change of $v_{Hxc}$. Per unit displacement, with one column per mode,
\begin{equation}
n(z)=\chi_0(z)V(z),\qquad V(z)=B+Kn(z)=[1-K\chi_0(z)]^{-1}B .
\label{scf}
\end{equation}
Apart from the ion-ion term, the nuclei enter the energy only through $\sum_jv_{{\rm ext},j}(u)\,n_j$. The electronic force on mode $\mu$ is therefore $-\sum_jB_{j\mu}n_j$, with the bare vertex, and its part linear in $u_\nu$ through the induced density is $-\Pi_{\mu\nu}u_\nu$ with
\begin{equation}
\Pi(z)=B^\dagger n(z)=B^\dagger\chi_0(z)V(z).
\label{exact}
\end{equation}
The adjoint appears because $B\to BS$ must send $\Pi\to S^\dagger\Pi S$. The exact mean-field self-energy has one bare vertex and one \emph{dynamically} screened vertex. The ion-ion term and the second derivative of $v_{\rm ext}$ contracted with the equilibrium density do not depend on frequency.

The static value is a second derivative of the grand potential $\Omega=-T\sum_n\ln(1+e^{-(\epsilon_n-\mu)/T})+E_{Hxc}[n]-n\cdot v_{Hxc}$. The first term varies by $\sum_nf_n\delta\epsilon_n=n\cdot(B_\mu\delta u_\mu+\delta v_{Hxc})$, the second by $v_{Hxc}\cdot\delta n$, the third by $-\delta n\cdot v_{Hxc}-n\cdot\delta v_{Hxc}$. The sum is $n\cdot B_\mu\,\delta u_\mu$, and for a potential linear in $u$ a second derivative gives $\partial^2\Omega/\partial u_\mu\partial u_\nu=B_\mu\cdot n_\nu(0)=\Pi_{\mu\nu}(0)$.

For one mode of mass $M$ and adiabatic frequency $\omega_0$, the equation of motion is $M\omega^2=M\omega_0^2+\Delta\Pi(\omega)$ with $\Delta\Pi(z)=\Pi(z)-\Pi(0)$. Absorbing a factor $(2M\omega_0)^{-1/2}$ into each vertex turns it into $\omega^2=\omega_0^2+2\omega_0\Delta\Pi(\omega)$, with vertices and $\Pi$ in energy units. To first order in $\Delta\Pi/\omega_0$ the root is $\omega=\omega_0+\Delta\Pi(\omega_0+i0)$. The shift is $\operatorname{Re}\Delta\Pi$, and a pole at distance $-\operatorname{Im}\Pi$ below the real axis gives a Lorentzian line of full width $-2\operatorname{Im}\Pi$. This on-shell form needs $\Pi$ to vary slowly over the shift and the width.

The program uses a six-site spinless Hartree model with a random complex Hermitian $h$ and a positive kernel, at $T=0.3$ Ha and $z=0.7+0.15i$ Ha. It checks Eq.~\eqref{adjoint} by evaluating Eq.~\eqref{lehmann} at $z$ and $z^*$, and Eq.~\eqref{exact} against a direct solution of the linearized equation of motion in the site basis.

\subsection*{(b) A stationary functional}

For trial densities $\rho',\rho$ (matrices shaped like $B$) define the functional
\begin{equation}
F[\rho',\rho;z]=(B+K\rho')^\dagger\chi_0(z)(B+K\rho)-\rho'^\dagger K\rho .
\label{F}
\end{equation}
Find its stationary point, its value there and its exact deviation from that value.

\paragraph{Solution.} Write $\chi=\chi_0(z)$, $n=n(z)$, $V=V(z)$. Let $n_L$ be a reference point for the left argument, still to be chosen, with $V_L=B+Kn_L$. Put $\rho=n+\delta$ and $\rho'=n_L+\delta'$. Since $K^\dagger=K$, multiplying out gives
\begin{align}
F&=(V_L^\dagger+\delta'^\dagger K)\chi(V+K\delta)-(n_L^\dagger+\delta'^\dagger)K(n+\delta)\nonumber\\
&=V_L^\dagger\chi V-n_L^\dagger Kn+\delta'^\dagger K[\chi V-n]\nonumber\\
&\quad+[V_L^\dagger\chi-n_L^\dagger]K\delta+\delta'^\dagger(K\chi K-K)\delta .
\label{expand}
\end{align}
The first bracket vanishes by Eq.~\eqref{scf}. The second vanishes if $n_L=\chi^\dagger V_L$, and by Eq.~\eqref{adjoint} this reads $n_L=\chi_0(z^*)(B+Kn_L)$, whose solution is $n_L=n(z^*)$. The left stationary point is the response at the conjugate frequency, the advanced response when $z=\omega+i0$. The constant term follows from $\chi V=n$ and $V_L^\dagger=B^\dagger+n_L^\dagger K$: $V_L^\dagger n-n_L^\dagger Kn=B^\dagger n=\Pi(z)$. Hence, with no approximation,
\begin{equation}
F[\rho',\rho;z]-\Pi(z)=\delta'^\dagger\,[K\chi_0(z)K-K]\,\delta,
\label{bilinear}
\end{equation}
where $\delta=\rho-n(z)$ and $\delta'=\rho'-n(z^*)$. There are no higher terms because $F$ is at most linear in each argument. The error is a product of the left error and the right error. It is of second order when both are of first order, and it vanishes when either one vanishes, whatever the other is.

The distinction between $n(z)$ and $n(z^*)$ matters in general when $\chi_0(z)$ is not Hermitian. With $\rho'=n(z)$ and $\rho=n(z)+s\,\delta$, Eq.~\eqref{bilinear} gives $F-\Pi=s\,[n(z)-n(z^*)]^\dagger(K\chi K-K)\delta$, linear in $s$. In the six-site model the slope along a random direction has norm $0.20$ Ha, while at $\rho'=n(z^*)$ the program asserts that it vanishes, and it verifies Eq.~\eqref{bilinear} for random $\delta,\delta'$.

\subsection*{(c) Static densities on both sides}

Write $V_0=V(0)$, $n_0=n(0)$ and $\Delta=\chi_0(z)-\chi_0(0)$. Evaluate $F[n_0,n_0;z]$, the screened-screened (SS) approximation, and express its error through $\Delta$.

\paragraph{Solution.} Since $B+Kn_0=V_0$,
\begin{equation}
F[n_0,n_0;z]=V_0^\dagger\chi_0(z)V_0-n_0^\dagger Kn_0 .
\label{SS}
\end{equation}
In the static problem $\chi_0(0)$ is Hermitian, both stationary points equal $n_0$, and part (b) gives $\Pi(0)=V_0^\dagger\chi_0(0)V_0-n_0^\dagger Kn_0$. The product of two screened vertices with $\chi_0$ is thus not the self-energy: it counts the interaction of the induced densities once too often, and the second term removes the excess. In the six-site model, for the real parts of two vertices, $V_0^\dagger\chi_0(0)V_0=-0.070358$ Ha and $n_0^\dagger Kn_0=0.005765$ Ha for the element $\mu\nu=12$. The difference $-0.076123$ Ha agrees with the finite-difference second derivative of $\Omega$, $-0.076123$ Ha. The double-counting term in Eq.~\eqref{SS} does not depend on $z$, so it cancels on subtracting $\Pi(0)$:
\begin{equation}
\Delta\Pi_{SS}(z)=V_0^\dagger\,\Delta\,V_0 .
\label{dSS}
\end{equation}

To find the error, subtract $V_0=B+K\chi_0(0)V_0$ from $V=B+K\chi V$, and add and subtract $K\chi V_0$:
\begin{equation}
V-V_0=K\chi(V-V_0)+K\Delta V_0\quad\Rightarrow\quad V(z)-V_0=W(z)\Delta V_0,
\label{dV}
\end{equation}
with the screened interaction $W(z)=[1-K\chi_0(z)]^{-1}K$. The right error $\delta=n_0-n(z)$ therefore obeys $K\delta=V_0-V=-W\Delta V_0$. Factoring $K\chi K-K=-(1-K\chi)K$ in Eq.~\eqref{bilinear} and using $(1-K\chi)W=K$ gives, for any left argument,
\begin{equation}
F[\rho',n_0;z]-\Pi(z)=\delta'^\dagger(1-K\chi)W\Delta V_0=\delta'^\dagger K\Delta V_0 .
\label{general}
\end{equation}
For $\rho'=n_0$, Eq.~\eqref{dV} at $z^*$ gives $K\delta'=-W(z^*)\Delta^\dagger V_0$, because $\chi_0(z^*)-\chi_0(0)=\Delta^\dagger$. The adjoint needs $W(z^*)^\dagger=K[1-\chi K]^{-1}$, and this equals $W(z)$, as one sees by multiplying the identity $(1-K\chi)K=K(1-\chi K)$ by $(1-K\chi)^{-1}$ on the left and $(1-\chi K)^{-1}$ on the right. So $\delta'^\dagger K=-V_0^\dagger\Delta W(z)$, and
\begin{equation}
\Delta\Pi(z)=V_0^\dagger\Delta V_0+V_0^\dagger\Delta\,W(z)\,\Delta V_0=V_0^\dagger\Delta V(z),
\label{main}
\end{equation}
where the last form uses Eq.~\eqref{dV}. Two statically screened vertices give the dynamic correction exactly at first order in $\Delta$, and the error $-V_0^\dagger\Delta W\Delta V_0$ is of second order. The statement concerns the difference $\Pi(z)-\Pi(0)$, to be added to a self-consistent adiabatic result. Second order in $\Delta$ does not mean small: relative to the retained term the error is measured by $W(z)\Delta$.

\subsection*{(d) One bare and one statically screened vertex}

The bare-screened (BS) approximation replaces $V(z)$ by $V_0$ in Eq.~\eqref{exact}. Show how it is related to $F$, find the order of its error and compare it with part (c).

\paragraph{Solution.} Setting $\rho'=0$ in Eq.~\eqref{F} removes the double-counting term and leaves $F[0,\rho;z]=B^\dagger\chi_0(z)(B+K\rho)$. With $\rho=n(z)$ this is Eq.~\eqref{exact}, exact because $\delta=0$. With $\rho=n_0$ it is the BS form $B^\dagger\chi_0(z)V_0$, which equals $\Pi(0)$ in the static problem, so
\begin{equation}
\Delta\Pi_{BS}(z)=B^\dagger\Delta V_0 .
\end{equation}
The left error is now $\delta'=-n(z^*)$, the full induced density, which does not vanish as $\Delta\to0$. Equation \eqref{general} gives the exact error $-n(z^*)^\dagger K\Delta V_0$, whose leading part is $-n_0^\dagger K\Delta V_0$. The same term follows from $B=V_0-Kn_0$:
\begin{equation}
\Delta\Pi_{BS}-\Delta\Pi_{SS}=-n_0^\dagger K\Delta V_0 .
\end{equation}
The BS error is of first order in $\Delta$, the same order as the correction being computed, so its size relative to $\Delta\Pi$ stays finite as $\Delta\to0$ and is set by the static screening potential $Kn_0$ compared with $V_0$.

Both prescriptions are values of one functional. If the right density is the dynamic one, every left density gives $\Pi(z)$, and the bare-screened form and the screened-screened form with its double-counting term coincide. If the right density is frozen at $n_0$, the error is proportional to the left error, and $\rho'=n_0$ lies a first-order distance from the stationary point while $\rho'=0$ lies a zeroth-order distance from it. The physical content is visible in the last form of Eq.~\eqref{main}: the extra density $\Delta V$ released by the dynamics is itself screened by the other electrons before it acts on the nuclei, and this screening turns the bare left vertex into $V_0$. Freezing $V(z)$ in Eq.~\eqref{exact} discards it.

The program replaces $\chi_0(z)$ by $\chi_0(0)+\lambda\Delta$ in the six-site model, solves exactly, and compares $\lambda=0.001$ with half that value. The error scales with the power $2.000$ for SS and $1.000$ for BS, and the coefficients are checked against $-V_0^\dagger\Delta W(0)\Delta V_0$ and $-n_0^\dagger K\Delta V_0$.

\subsection*{(e) The linewidth}

Find an exact expression for the anti-Hermitian part of $\Pi(z)$ and the accuracy of the two approximations for the linewidth.

\paragraph{Solution.} Insert $B^\dagger=V(z)^\dagger-n(z)^\dagger K$, this time at the same $z$, into $\Pi=B^\dagger n$: $\Pi=V^\dagger\chi V-n^\dagger Kn$. The last matrix is Hermitian because $K$ is. With $A(z)=(\chi-\chi^\dagger)/2i$,
\begin{equation}
\frac{\Pi-\Pi^\dagger}{2i}=V(z)^\dagger A(z)V(z).
\label{width}
\end{equation}
For a static Hermitian kernel the damping has two dynamically screened vertices, with no bare vertex and no correction term. The program asserts Eq.~\eqref{width} at complex $z$. At $z=\omega+i0$, Eq.~\eqref{lehmann} gives $A=-\pi\sum_{mn}(f_n-f_m)\delta(\omega-\epsilon_m+\epsilon_n)P_{mn}P_{mn}^\dagger$. For $\omega>0$ the delta function selects $\epsilon_m>\epsilon_n$, so $f_n\ge f_m$, $A\le0$, and the width is non-negative.

Since $\chi_0(0)$ is Hermitian, $A$ is also the anti-Hermitian part of $\Delta$, and Eq.~\eqref{dSS} gives $V_0^\dagger AV_0$ for SS, with the same guaranteed sign. By Eq.~\eqref{dV} the exact value is $V_0^\dagger(1+W\Delta)^\dagger A(1+W\Delta)V_0$. When $V_0^\dagger AV_0$ is itself of first order in $\Delta$, the second-order absolute error is a first-order error in $W\Delta$ relative to the width. If $V_0^\dagger AV_0$ vanishes for a mode, SS misses any width that arises through the dynamic screening. For BS, write $\Delta=\Delta_h+iA$ with $\Delta_h$ Hermitian. A diagonal element has imaginary part $\operatorname{Re}(B^\dagger AV_0)+\operatorname{Im}(B^\dagger\Delta_hV_0)$. This is not a quadratic form in a single vector, so $A\le0$ does not fix its sign, and its error relative to the width is of zeroth order.

\subsection*{(f) Sign of the error}

Suppose $K$ is positive, $H$ is real, and $z^2$ is real and below the square of the lowest excitation energy. What is the sign of the SS error in a diagonal element?

\paragraph{Solution.} For real $H$ the vectors $P_{mn}=P_{nm}$ are real. Pairing $(m,n)$ with $(n,m)$ in Eq.~\eqref{lehmann}, with $\omega_{mn}=\epsilon_m-\epsilon_n>0$, combines $1/(z-\omega_{mn})-1/(z+\omega_{mn})$:
\begin{equation}
\chi_0(z)=\sum_{\epsilon_m>\epsilon_n}(f_n-f_m)\frac{2\omega_{mn}}{z^2-\omega_{mn}^2}P_{mn}P_{mn}^T .
\label{real}
\end{equation}
Under the stated conditions every weight is real and negative or zero, so $\chi_0(z)$ is Hermitian and negative semidefinite, $n(z^*)=n(z)$ and $\delta'=\delta$. Then $-K\chi K\ge0$ and $K>0$, and Eq.~\eqref{bilinear} gives $F-\Pi=-\delta^\dagger(K-K\chi K)\delta\le0$. Here $F[\rho,\rho;z]$, with the same density on both sides, is maximal at the stationary point and $\Delta\Pi_{SS}\le\Delta\Pi$. The bound covers imaginary frequencies and, in a gapped system, real frequencies below the gap. It does not cover kernels with an attractive exchange-correlation part that makes $K$ indefinite, or frequencies inside the continuum, where $n(z^*)$ and $n(z)$ in general differ and the stationary point of $F$ is the pair $\rho'=n(z^*)$, $\rho=n(z)$, not a single density used on both sides.

For a frequency-independent kernel, two statically screened vertices give the dynamic correction $\Delta\Pi$ with an error of second order in $\Delta$, while one bare and one statically screened vertex leave a first-order error. What remains is to treat a frequency-dependent kernel and to compare the two choices in a gapped system with a known answer and in a doped two-valley semiconductor.
